# Mask Undercut by a Slowly Etching {111} Wall on Silicon (100), part 1

(Sections cited here and not found follow in the second part.)

## First half: from the normal etch rate to the undercut speed

### The physical situation

A silicon wafer with a (100) surface is covered by a mask that has a long, straight-edged opening. The wafer is placed in an alkaline solution that attacks the exposed (100) floor quickly and {111} planes slowly. If the edges of the opening follow a $\langle110\rangle$ direction, the cavity acquires sloping {111} side walls. If these walls did not etch at all, their upper ends would stay fixed at the mask edges.

A real {111} plane has a small but finite etch rate. The wall therefore retreats into the silicon, and its upper end moves under the mask, leaving a strip of mask without support. The rate $R_{111}$ is measured perpendicular to the wall, whereas the width of the unsupported strip is measured parallel to the wafer surface. The question is how the two are related.

For an aligned edge the answer is

$$
u=\frac{R_{111}}{\sin\theta}=\sqrt{\frac32}\,R_{111},
\qquad \theta=54.74^\circ ,
$$

where $u$ is the undercut speed at one edge. The wall reaches under the mask faster than it retreats along its own normal. The derivation shows why the sine stands in the denominator, and which physical premises the result needs.

### Assumptions and coordinates

The mask is inert and rigid, and its edge is long enough for the cross-section to be the same everywhere along it. The problem is then two-dimensional. Let $x$ be the horizontal distance from the mask edge, positive under the mask, and let $z$ be the depth, positive downward. The underside of the mask is the line $z=0$, $x>0$. Etchant enters from the side $x<0$.

The wall is taken to be one flat {111} facet that meets the underside of the mask. Its normal rate $R_{111}$ is constant in time and uniform along the wall. The line where silicon, mask and etchant meet is assumed to have no additional attack of its own. Such an attack could come, for example, from etchant creeping along a poorly bonded interface, and it would be a separate process with a separate rate.

That the {111} facet reaches the mask is a premise. Geometry tells us how fast the end of a given facet moves; it does not by itself tell us which facet the chemistry establishes there.

The unit normal $\mathbf n$ of the wall is chosen to point from the cavity into the silicon. With this choice a positive etch rate moves the wall in the direction $+\mathbf n$.

### The angle and the edge direction

Use cubic crystal axes with the third axis along the depth direction. The normal of the wafer surface is then $(0,0,1)$, and one {111} wall has the normal $(1,1,1)$. The diamond structure of silicon has inversion centres midway between neighbouring atoms, so facets with opposite normals are equivalent. Reversing the third axis turns $(1,1,1)$ into $(1,1,-1)$; inversion takes this to $(-1,-1,1)$, and the twofold rotation of the crystal about the third axis takes that back to $(1,1,1)$. Reckoning the third axis downward rather than upward therefore changes no etch rate.

The angle between two planes equals the angle between their normals. The scalar product gives

$$
\cos\theta=
\frac{(0,0,1)\cdot(1,1,1)}{\sqrt1\,\sqrt3}
=\frac1{\sqrt3}.
$$

Since $\theta$ lies between zero and a right angle, its sine is positive:

$$
\sin\theta=\sqrt{1-\cos^2\theta}
=\sqrt{1-\frac13}=\sqrt{\frac23},
\qquad
\tan\theta=\frac{\sqrt{2/3}}{\sqrt{1/3}}=\sqrt2 .
$$

Numerically, $\theta=54.7356^\circ$ and $\sin\theta=0.816497$.

The line in which the wall cuts the wafer surface is perpendicular to both normals. Its direction is given by their cross product,

$$
(0,0,1)\times(1,1,1)=(-1,1,0),
$$

which is a $\langle110\rangle$ direction. A mask edge along this direction is parallel to the upper end of the wall. This is the meaning of an aligned edge.

The horizontal direction perpendicular to the edge is $\hat{\mathbf x}=(1,1,0)/\sqrt2$. The components of the unit wall normal in the cross-section are therefore

$$
n_x=\frac{(1,1,1)}{\sqrt3}\cdot\frac{(1,1,0)}{\sqrt2}
=\frac2{\sqrt6}=\sqrt{\frac23}=\sin\theta,
\qquad
n_z=\frac1{\sqrt3}=\cos\theta .
$$

Both components are positive: the normal points under the mask and downward, into the silicon. The cavity consequently becomes narrower with depth.

### The retreating plane

Let the wall plane pass through the mask edge, $x=z=0$, at time $t=0$. A plane with unit normal $\mathbf n$ consists of all points whose projection on $\mathbf n$ has one fixed value. Here that value is initially zero. During a time $t$ the plane shifts by $R_{111}t$ along its unit normal, so the projection grows by this amount. The wall is the line

$$
x\sin\theta+z\cos\theta=R_{111}t .
$$

At any depth above the cavity floor, points next to the wall with a smaller value of the left-hand side lie in the cavity, and those with a larger value lie in the silicon.

The end of the wall lies on the underside of the mask. Putting $z=0$ removes the second term:

$$
x_{\mathrm c}(t)\sin\theta=R_{111}t .
$$

Dividing by the non-zero factor $\sin\theta$ gives the undercut at one edge,

$$
x_{\mathrm c}(t)=\frac{R_{111}t}{\sin\theta},
$$

and differentiation with respect to time gives

$$
u=\frac{dx_{\mathrm c}}{dt}
=\frac{R_{111}}{\sin\theta}
=\frac{R_{111}}{\sqrt{2/3}}
=\sqrt{\frac32}\,R_{111}
=1.224745\,R_{111}.
$$

The same horizontal speed is found at any fixed depth on the wall, because $z\cos\theta$ is then a constant that drops out on differentiation. The whole wall profile shifts sideways at speed $u$.

If the rate varies slowly in time, for instance because the bath temperature drifts, the shift along the normal is the integral of the rate. The undercut is then

$$
x_{\mathrm c}(t)=\frac1{\sin\theta}\int_0^tR_{111}(t')\,dt' .
$$

The angle is fixed by the crystal, so it stays outside the integral. The constant-rate formula is recovered when $R_{111}(t')$ does not change.

### Why the normal velocity must not be projected

It is tempting to regard $R_{111}\mathbf n$ as the velocity of the wall's upper end and to take its horizontal component, $R_{111}\sin\theta$. To see what this leaves out, follow the point that starts at the mask edge and moves along the normal. After a time $t$ it is at

$$
x=R_{111}t\sin\theta,\qquad z=R_{111}t\cos\theta .
$$

This point is on the new wall, since $\sin^2\theta+\cos^2\theta=1$. But its depth is positive: it has left the mask. It is no longer the end of the wall.

The contact line must stay at $z=0$. Its velocity may therefore contain, besides the normal part, a part along the wall. The unit vector pointing up along the wall is $\boldsymbol\tau=(\cos\theta,-\sin\theta)$, which is perpendicular to $\mathbf n$. Write the contact velocity as

$$
\mathbf v_{\mathrm c}=R_{111}\mathbf n+w\,\boldsymbol\tau ,
$$

with an unknown sliding speed $w$. The vertical component must vanish:

$$
R_{111}\cos\theta-w\sin\theta=0
\quad\Longrightarrow\quad
w=R_{111}\frac{\cos\theta}{\sin\theta}.
$$

The horizontal component is then

$$
R_{111}\sin\theta+w\cos\theta
=R_{111}\frac{\sin^2\theta+\cos^2\theta}{\sin\theta}
=\frac{R_{111}}{\sin\theta}.
$$

The sliding part supplies the difference. No silicon atom moves with speed $u$; the contact line is an intersection of two surfaces, and successive positions of it belong to different atoms.

The factor is easy to check in limiting cases of a general wall angle. A vertical wall has $\theta=90^\circ$, and its undercut speed equals its normal rate. A very shallow facet has small $\sin\theta$, and a small normal retreat carries its intersection with the mask a long way sideways. For any angle, a zero normal rate gives no undercut.

### Counting atomic layers

The ratio can also be found without a moving plane, by removing atoms from the lattice. Let $a$ be the lattice constant, and measure atomic coordinates in units of $a/4$. The atoms of the diamond structure form two face-centred cubic sublattices. On the first, the sum of the three coordinates is a multiple of four, as for $(0,0,0)$ and $(2,2,0)$. The second is displaced by $(1,1,1)$, so its sums exceed a multiple of four by three.

Atoms with the same sum lie in the same (111) sheet. The sheets with sums $4m-1$ and $4m$, where $m$ is an integer, form a close pair, called a double layer. From one double layer to the next the sum changes by four units, each of length $a/4$. The distance along the unit normal is this change divided by $\sqrt3$:

$$
\Delta_n=\frac{4(a/4)}{\sqrt3}=\frac a{\sqrt3}.
$$

Now consider the atoms of the first sublattice in the top layer, whose third coordinate is zero. Their first two coordinates add up to a multiple of four units. Removing one double layer removes one row of these atoms. The next row is displaced in the direction $(1,1,0)/\sqrt2$ by

$$
\Delta_x=\frac{4(a/4)}{\sqrt2}=\frac a{\sqrt2}.
$$

Both displacements take the same time, so the ratio of the speeds is

$$
\frac u{R_{111}}=\frac{\Delta_x}{\Delta_n}
=\frac{a/\sqrt2}{a/\sqrt3}=\sqrt{\frac32}.
$$

A count over an explicit set of lattice sites confirms this. Removing five double layers moves the wall by $2.886751\,a$ along the normal and the first remaining top row by $3.535534\,a$ sideways. Their ratio is $1.224745$.

On this scale the contact line advances in jumps of $a/\sqrt2$. The continuous speed $u$ is an average over the removal of many double layers. The count says nothing about how the atoms are detached or how long a layer takes; that information is contained in $R_{111}$.

### When the premises fail

Suppose first that a different flat facet touches the mask. Let its normal make the angle $\varphi$ with the depth direction, and let its normal rate be $R(\varphi)$. The steps used for the {111} wall then give

$$
u_\varphi=\frac{R(\varphi)}{\sin\varphi}.
$$

The geometry is unchanged, but the rate and the angle are those of the new facet. Using $R_{111}$ and $54.74^\circ$ would describe a wall that is not there.

Suppose next that the mask edge is rotated in the wafer plane by a small angle $\delta$ away from $\langle110\rangle$. If $\hat{\mathbf e}$ is the aligned direction, the rotated edge has the direction $\hat{\mathbf e}\cos\delta+\hat{\mathbf x}\sin\delta$. Because $\hat{\mathbf e}\cdot\mathbf n=0$ and $\hat{\mathbf x}\cdot\mathbf n=\sin\theta$, its projection on the wall normal is

$$
(\hat{\mathbf e}\cos\delta+\hat{\mathbf x}\sin\delta)\cdot\mathbf n
=\sin\delta\,\sin\theta .
$$

This is not zero for a small non-zero $\delta$. The edge then does not lie in this {111} plane, and a single flat {111} wall cannot follow it along its length. The wall must then contain steps or other facets, and its undercut speed need not equal $R_{111}/\sin\theta$. The effect can be large for a small $\delta$. Any plane that contains the rotated edge is tilted from {111} by at least the angle $\alpha$ with $\sin\alpha=\sin\delta\,\sin\theta$. As a rough estimate, if the rate rises by an amount of order $R_{100}\alpha$ away from {111}, where $R_{100}$ is the rate of the (100) floor, the addition equals $R_{111}$ at $\alpha\approx R_{111}/R_{100}$, which for a rate ratio of 100 means $\delta\approx0.7^\circ$. Near a corner of the mask opening the cross-section changes along the edge, so the two-dimensional derivation does not by itself cover that region.

Finally, if the junction with the mask is attacked by a process of its own, the observed undercut speed need not equal $R_{111}/\sin\theta$. This matters when the formula is inverted to obtain the wall rate from a measured undercut,

$$
R_{111}=u\sin\theta .
$$

The inversion is justified when the wall is known to be {111} up to the mask and the junction adds nothing. Otherwise $u\sin\theta$ is only an apparent rate: it may reflect another facet, a misaligned edge or an attack at the junction.

## Second half: the groove that belongs to the undercut

### Symbols and results carried over

The coordinate $x$ is horizontal and points under the mask, with the original mask edge at $x=0$; $z$ is depth, positive downward. The wall normal $\mathbf n=(\sin\theta,\cos\theta)$ points into the silicon. The angle satisfies $\sin\theta=\sqrt{2/3}$, $\cos\theta=1/\sqrt3$ and $\tan\theta=\sqrt2$. The wall and its contact with an inert mask obey

$$
x\sin\theta+z\cos\theta=R_{111}t,
\qquad
u=\frac{R_{111}}{\sin\theta}=\sqrt{\frac32}\,R_{111}.
$$

These results hold for an aligned edge, a constant rate, and a {111} facet that reaches the mask without extra attack at the junction.

### Undercut compared with depth

Let the flat (100) floor etch at the constant rate $R_{100}$. Starting from the wafer surface, its depth is $d=R_{100}t$. With the rate ratio $S=R_{100}/R_{111}$, the undercut at one edge divided by the depth is

$$
\frac{ut}{d}=\frac{u}{R_{100}}
=\sqrt{\frac32}\,\frac{R_{111}}{R_{100}}
=\frac{\sqrt{3/2}}S .
$$

Time has cancelled. For a prescribed depth, the undercut is therefore reduced by a larger rate ratio, not by making both rates larger together. This relation holds while the groove still has a flat floor; afterwards its depth no longer grows at $R_{100}$.

For an aligned edge and a {111} wall that reaches the mask without extra attack at the junction, the undercut speed is $u=R_{111}/\sin\theta$, and while the floor is flat the ratio of undercut to depth depends only on the rate ratio $S$. What remains is the width and closing of the groove, the effect of other facets on its corners and on the undercut, a worked example, and the time at which a mask strip loses its support.

Numerical values quoted here were computed with a short program.
